# Wave-Packet Dynamics of Bloch Electrons and the Field-Modified Phase-Space Density

## Result

An electron of charge $-e$, with $e>0$, moves in one band of a crystal under static, uniform fields $\mathbf E$ and $\mathbf B$. Spin is left out. Atomic units, $\hbar=e=m_e=1$, are used in the algebra. The cell-periodic Bloch states $u_{\mathbf k}$ satisfy

$$H_{\mathbf k}u_{\mathbf k}=\varepsilon_0(\mathbf k)u_{\mathbf k},\qquad H_{\mathbf k}=\tfrac12(\mathbf p+\mathbf k)^2+V(\mathbf r),\qquad \langle u_{\mathbf k}|u_{\mathbf k}\rangle=1 .$$

Write $\nabla$ for $\partial/\partial\mathbf k$ when it acts on a function of $\mathbf k$, and define

$$\boldsymbol{\mathcal A}=i\langle u|\nabla u\rangle,\qquad \boldsymbol\Omega=\nabla\times\boldsymbol{\mathcal A},\qquad \mathbf m=-\tfrac i2\langle\nabla u|\times(H_{\mathbf k}-\varepsilon_0)|\nabla u\rangle .$$

These are the Berry connection, the Berry curvature and the orbital magnetic moment. The cross product acts on the two gradients.

**Assumptions.** (i) The band is non-degenerate and tunnelling to other bands is negligible. (ii) The packet is narrow in $\mathbf k$ on the scale over which band quantities vary, and the phase of its amplitude in $\mathbf k$ is smooth, with second derivatives that stay bounded as the width is reduced. (iii) The Lagrangian is kept to first order in the fields. (iv) States are counted by the semiclassical rule of one state per canonical volume $(2\pi)^d$ in $d$ dimensions.

**Theorem.** Let $\mathbf r$ be the packet centre, $\mathbf k$ its kinetic crystal momentum, and $\varepsilon=\varepsilon_0-\mathbf m\cdot\mathbf B$. Then

$$\dot{\mathbf r}=\nabla\varepsilon-\dot{\mathbf k}\times\boldsymbol\Omega,\qquad \dot{\mathbf k}=-\mathbf E-\dot{\mathbf r}\times\mathbf B, \tag{1}$$

and the density of states in $(\mathbf r,\mathbf k)$ space is

$$\frac{D}{(2\pi)^d},\qquad D=1+\mathbf B\cdot\boldsymbol\Omega . \tag{2}$$

In ordinary units $D=1+(e/\hbar)\mathbf B\cdot\boldsymbol\Omega$. The term $-\dot{\mathbf k}\times\boldsymbol\Omega$ is the anomalous velocity.

## The trial packet

The Hamiltonian is $H=\tfrac12(\mathbf p+\mathbf A)^2+V-\phi$, with $\mathbf A=\tfrac12\mathbf B\times\mathbf r$ and $\phi=-\mathbf E\cdot\mathbf r$. For normalised $W$, making $\int\langle W|i\,d/dt-H|W\rangle dt$ stationary under free variations gives the Schrödinger equation. Restricting $W$ to a family of packets gives approximate equations for the parameters of the family.

Let $\mathbf r_c$ be the centre and $\mathbf a=\mathbf A(\mathbf r_c)$. The family is

$$W=\int d\mathbf q\,w(\mathbf q,t)\,e^{i\mathbf q\cdot\mathbf r}u_{\mathbf q+\mathbf a},\qquad w=|w|e^{-i\gamma},\qquad \int|w|^2d\mathbf q=1 ,$$

with $|w|^2$ concentrated at $\mathbf q_c$, and $\mathbf k=\mathbf q_c+\mathbf a$. The basis functions are eigenfunctions of the local Hamiltonian $H_c=\tfrac12(\mathbf p+\mathbf a)^2+V$, because $(\mathbf p+\mathbf a)e^{i\mathbf q\cdot\mathbf r}=e^{i\mathbf q\cdot\mathbf r}(\mathbf p+\mathbf q+\mathbf a)$. Their energies are $\varepsilon_0(\mathbf q+\mathbf a)$.

**Lemma 1 (centre).** $\mathbf r_c=\partial\gamma/\partial\mathbf q+\boldsymbol{\mathcal A}(\mathbf k)$ at $\mathbf q=\mathbf q_c$.

*Proof.* Since $\mathbf r e^{i\mathbf q\cdot\mathbf r}=-i\partial_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$, integration by parts gives $\mathbf rW=\int d\mathbf q\,e^{i\mathbf q\cdot\mathbf r}\,i\partial_{\mathbf q}(wu)$. Let $Q=1-|u\rangle\langle u|$. Then $i\nabla u=\boldsymbol{\mathcal A}u+iQ\nabla u$, so that

$$i\partial_{\mathbf q}(wu)=\left[(i\partial_{\mathbf q}+\boldsymbol{\mathcal A})w\right]u+w\,iQ\nabla u . \tag{3}$$

The last term is orthogonal to $u$. Also $w^*i\partial_{\mathbf q}w=\tfrac i2\partial_{\mathbf q}|w|^2+|w|^2\partial_{\mathbf q}\gamma$, and the first part integrates to zero. Hence $\mathbf r_c=\int|w|^2(\partial_{\mathbf q}\gamma+\boldsymbol{\mathcal A})d\mathbf q$, which for a narrow packet is the stated value. ∎

**Lemma 2 (time derivative).** Up to total time derivatives,

$$\langle W|i\tfrac{d}{dt}|W\rangle=(\mathbf k-\mathbf A(\mathbf r_c))\cdot\dot{\mathbf r}_c+\dot{\mathbf k}\cdot\boldsymbol{\mathcal A}(\mathbf k).$$

*Proof.* At fixed $\mathbf q$, time enters through $w$ and through $\mathbf a$. As in Lemma 1, the derivative of $|w|$ drops out by normalisation, and

$$\langle W|i\tfrac d{dt}|W\rangle=\int|w|^2(\partial_t\gamma+\dot{\mathbf a}\cdot\boldsymbol{\mathcal A})d\mathbf q\;\to\;\partial_t\gamma+\dot{\mathbf a}\cdot\boldsymbol{\mathcal A}.$$

Along the motion $d\gamma/dt=\partial_t\gamma+\dot{\mathbf q}_c\cdot\partial_{\mathbf q}\gamma$, and Lemma 1 gives $\partial_{\mathbf q}\gamma=\mathbf r_c-\boldsymbol{\mathcal A}$. Therefore

$$\partial_t\gamma+\dot{\mathbf a}\cdot\boldsymbol{\mathcal A}=\frac{d\gamma}{dt}-\dot{\mathbf q}_c\cdot\mathbf r_c+(\dot{\mathbf q}_c+\dot{\mathbf a})\cdot\boldsymbol{\mathcal A}.$$

The last bracket is $\dot{\mathbf k}$. Finally $-\dot{\mathbf q}_c\cdot\mathbf r_c=-d(\mathbf q_c\cdot\mathbf r_c)/dt+\mathbf q_c\cdot\dot{\mathbf r}_c$, with $\mathbf q_c=\mathbf k-\mathbf A(\mathbf r_c)$. ∎

**Lemma 3 (energy).** To first order in the fields, $\langle W|H|W\rangle=\varepsilon_0(\mathbf k)-\mathbf m\cdot\mathbf B-\phi(\mathbf r_c)$.

*Proof.* Let $\boldsymbol\rho=\mathbf r-\mathbf r_c$ and $\boldsymbol\pi=\mathbf p+\mathbf a$. Then $\mathbf p+\mathbf A=\boldsymbol\pi+\boldsymbol\delta$ with $\boldsymbol\delta=\tfrac12\mathbf B\times\boldsymbol\rho$. This $\boldsymbol\delta$ has no divergence, so $\boldsymbol\pi\cdot\boldsymbol\delta=\boldsymbol\delta\cdot\boldsymbol\pi$ and

$$H=H_c+\boldsymbol\delta\cdot\boldsymbol\pi+\tfrac12\boldsymbol\delta^2-\phi,\qquad \boldsymbol\delta\cdot\boldsymbol\pi=\tfrac12\mathbf B\cdot(\boldsymbol\rho\times\boldsymbol\pi).$$

The term $\boldsymbol\delta^2$ is of second order in $\mathbf B$ and is dropped. For a narrow packet $\langle H_c\rangle=\varepsilon_0(\mathbf k)$, and $\langle\phi\rangle=\phi(\mathbf r_c)$ because $\phi$ is linear.

It remains to find $\langle\boldsymbol\rho\times\boldsymbol\pi\rangle=\langle\boldsymbol\rho W|\times|\boldsymbol\pi W\rangle$. On the periodic parts $\boldsymbol\pi$ acts as $\mathbf p+\mathbf q+\mathbf a=\nabla H_{\mathbf k}$, and $\boldsymbol\rho W$ follows from (3) after subtracting $\mathbf r_c$. The part of $\boldsymbol\rho W$ inside the band contributes, with $\langle u|\nabla H_{\mathbf k}|u\rangle=\nabla\varepsilon_0$,

$$\int\left[-\tfrac i2\partial_{\mathbf q}|w|^2+|w|^2(\partial_{\mathbf q}\gamma+\boldsymbol{\mathcal A}-\mathbf r_c)\right]\times\nabla\varepsilon_0\,d\mathbf q .$$

The first term vanishes after integration by parts, since $\nabla\times\nabla\varepsilon_0=0$. In the second, the bracket averages to zero over the packet, so only its correlation with the variation of $\nabla\varepsilon_0$ survives. Both factors vary linearly across the packet, with slopes that are bounded by assumption (ii), so the correlation is of second order in the $\mathbf k$ width and is dropped. Without the smoothness of $\gamma$, for instance for an envelope that carries angular momentum of its own, this term would not be small.

The part outside the band contributes $\langle iQ\nabla u|\times\nabla H_{\mathbf k}|u\rangle=-i\langle\nabla u|\times Q\nabla H_{\mathbf k}|u\rangle$. Differentiating $(H_{\mathbf k}-\varepsilon_0)u=0$ and applying $Q$ gives $Q\nabla H_{\mathbf k}u=-(H_{\mathbf k}-\varepsilon_0)\nabla u$. Thus

$$\langle\boldsymbol\rho\times\boldsymbol\pi\rangle=i\langle\nabla u|\times(H_{\mathbf k}-\varepsilon_0)|\nabla u\rangle=-2\mathbf m,$$

and $\tfrac12\mathbf B\cdot(-2\mathbf m)=-\mathbf m\cdot\mathbf B$. ∎

**Remark (other bands).** The fields mix into $W$ a part $\chi$ from other bands, of first order in the fields. $H_c$ does not couple $\chi$ to $W$, and the terms that do are themselves of first order, so the energy changes at second order. The centre shifts at first order, but in the Lagrangian this shift multiplies $\dot{\mathbf q}_c$ or a field. Leaving out $\chi$ is therefore consistent with assumption (iii).

## Proof of the equations of motion

Dropping the subscript on $\mathbf r_c$, the lemmas give

$$L=(\mathbf k-\mathbf A(\mathbf r))\cdot\dot{\mathbf r}+\dot{\mathbf k}\cdot\boldsymbol{\mathcal A}(\mathbf k)-\varepsilon(\mathbf k)+\phi(\mathbf r). \tag{4}$$

For the variation of $\mathbf r$, $\partial L/\partial\dot{\mathbf r}=\mathbf k-\mathbf A$ and $\partial L/\partial\mathbf r=-\nabla_{\mathbf r}(\dot{\mathbf r}\cdot\mathbf A)-\mathbf E$, where $\dot{\mathbf r}$ is held fixed under the gradient. The Euler–Lagrange equation is

$$\dot{\mathbf k}-(\dot{\mathbf r}\cdot\nabla_{\mathbf r})\mathbf A=-\nabla_{\mathbf r}(\dot{\mathbf r}\cdot\mathbf A)-\mathbf E .$$

The identity $\nabla_{\mathbf r}(\dot{\mathbf r}\cdot\mathbf A)-(\dot{\mathbf r}\cdot\nabla_{\mathbf r})\mathbf A=\dot{\mathbf r}\times\mathbf B$ turns this into the second equation of (1).

For the variation of $\mathbf k$, $\partial L/\partial\dot{\mathbf k}=\boldsymbol{\mathcal A}$, so

$$(\dot{\mathbf k}\cdot\nabla)\boldsymbol{\mathcal A}=\dot{\mathbf r}+\nabla(\dot{\mathbf k}\cdot\boldsymbol{\mathcal A})-\nabla\varepsilon .$$

The same identity in $\mathbf k$ space gives $\dot{\mathbf r}=\nabla\varepsilon-\dot{\mathbf k}\times\boldsymbol\Omega$. ∎

**Corollary 1 (solved form).** With $\mathbf v=\nabla\varepsilon$,

$$D\dot{\mathbf r}=\mathbf v+\mathbf E\times\boldsymbol\Omega+\mathbf B(\mathbf v\cdot\boldsymbol\Omega),\qquad D\dot{\mathbf k}=-\mathbf E-\mathbf v\times\mathbf B-\boldsymbol\Omega(\mathbf E\cdot\mathbf B). \tag{5}$$

*Proof.* Inserting $\dot{\mathbf k}$ into the first equation of (1) gives $\dot{\mathbf r}=\mathbf v+\mathbf E\times\boldsymbol\Omega+(\dot{\mathbf r}\times\mathbf B)\times\boldsymbol\Omega$. The triple product is $\mathbf B(\dot{\mathbf r}\cdot\boldsymbol\Omega)-\dot{\mathbf r}(\mathbf B\cdot\boldsymbol\Omega)$, and (1) gives $\dot{\mathbf r}\cdot\boldsymbol\Omega=\mathbf v\cdot\boldsymbol\Omega$. Likewise $\dot{\mathbf k}=-\mathbf E-\mathbf v\times\mathbf B+(\dot{\mathbf k}\times\boldsymbol\Omega)\times\mathbf B$. Here the triple product is $\boldsymbol\Omega(\dot{\mathbf k}\cdot\mathbf B)-\dot{\mathbf k}(\boldsymbol\Omega\cdot\mathbf B)$, with $\dot{\mathbf k}\cdot\mathbf B=-\mathbf E\cdot\mathbf B$. ∎

Equation (5) solves (1) algebraically. In $\dot{\mathbf r}$ its terms beyond first order in the fields are not complete for the crystal. Because $\dot{\mathbf k}=-\mathbf E-\dot{\mathbf r}\times\mathbf B$, the first-order terms of $\dot{\mathbf r}$ enter $\dot{\mathbf k}$ at second order. These terms must be kept: over a time of order $1/B$ they move the centre as much as the first-order terms of $\dot{\mathbf r}$ do, and the magnetic orbits computed below include them. For $\mathbf B=0$ it gives $\dot{\mathbf r}=\nabla\varepsilon_0+\mathbf E\times\boldsymbol\Omega$, whose last term is a drift perpendicular to the electric field. For $\boldsymbol\Omega=\mathbf m=0$ it gives the band velocity and the Lorentz force.

## Proof of the phase-space density

Collect $\xi=(\mathbf r,\mathbf k)$ and write (4) as $L=\sum_ia_i\dot\xi_i-h$, with $a=(\mathbf k-\mathbf A,\boldsymbol{\mathcal A})$ and $h=\varepsilon-\phi$. The Euler–Lagrange equations are

$$\sum_jS_{ij}\dot\xi_j=\partial_ih,\qquad S_{ij}=\partial_ia_j-\partial_ja_i .$$

Let $X_{\mathbf c}$ be the matrix defined by $X_{\mathbf c}\mathbf b=\mathbf b\times\mathbf c$. In three dimensions

$$S=\begin{pmatrix}-X_{\mathbf B}&-1\\1&X_{\boldsymbol\Omega}\end{pmatrix},$$

whose rows reproduce $-\dot{\mathbf r}\times\mathbf B-\dot{\mathbf k}=\mathbf E$ and $\dot{\mathbf r}+\dot{\mathbf k}\times\boldsymbol\Omega=\nabla\varepsilon$.

Add to the second block column the first one multiplied from the right by $-X_{\boldsymbol\Omega}$. The determinant is unchanged, the lower right block becomes zero and the upper right one becomes $-(1-X_{\mathbf B}X_{\boldsymbol\Omega})$. Exchanging the two block columns gives a factor $(-1)^3$, which cancels the factor $(-1)^3$ from the minus sign of the $3\times3$ block. Hence $\det S=\det(1-X_{\mathbf B}X_{\boldsymbol\Omega})$.

Now $X_{\mathbf B}X_{\boldsymbol\Omega}\mathbf b=(\mathbf b\times\boldsymbol\Omega)\times\mathbf B=\boldsymbol\Omega(\mathbf b\cdot\mathbf B)-\mathbf b(\boldsymbol\Omega\cdot\mathbf B)$, so

$$\det S=\det(D\,1-\boldsymbol\Omega\mathbf B^{T})=D^2(D-\mathbf B\cdot\boldsymbol\Omega)=D^2 .$$

The middle step holds because $\boldsymbol\Omega\mathbf B^T$ has eigenvalues $\mathbf B\cdot\boldsymbol\Omega,0,0$. In two dimensions $\mathbf B$ and $\boldsymbol\Omega$ point along $z$. The pair $(z,k_z)$ then separates as a block of determinant one, and the result is the same.

Where $D\neq0$, Darboux's theorem supplies local canonical coordinates $\eta=(\mathbf Q,\mathbf P)$, in which the matrix is $S_0=\begin{pmatrix}0&-1\\1&0\end{pmatrix}$ with $\det S_0=1$. With $J=\partial\eta/\partial\xi$ one has $S=J^TS_0J$, so $\det S=(\det J)^2$. For fields weak enough that $D>0$,

$$d\mathbf Q\,d\mathbf P=D\,d\mathbf r\,d\mathbf k .$$

One state per canonical volume $(2\pi)^d$ gives (2). ∎

**Remark (conservation).** In uniform fields $D\dot{\mathbf r}$ does not depend on $\mathbf r$. From (5),

$$\nabla_{\mathbf r}\cdot(D\dot{\mathbf r})+\nabla\cdot(D\dot{\mathbf k})=-\mathbf B\cdot(\nabla\times\mathbf v)-(\mathbf E\cdot\mathbf B)\nabla\cdot\boldsymbol\Omega=0,$$

because $\mathbf v$ is a gradient and $\boldsymbol\Omega$ a curl. Away from degeneracies the volume weighted by $D$ is thus conserved, while $d\mathbf r\,d\mathbf k$ alone changes whenever $D$ varies along the orbit. Conservation does not fix the density by itself: $D$ times any constant of the motion is also conserved. The canonical counting removes that freedom.

**Corollary 2 (electron density).** In equilibrium without electric field, with Fermi function $f$, with $k_BT$ large compared with the Landau-level spacing or the chemical potential in a gap, and to first order in $\mathbf B$,

$$n=\sum_{\rm bands}\int\frac{d\mathbf k}{(2\pi)^d}(1+\mathbf B\cdot\boldsymbol\Omega)f(\varepsilon_0-\mathbf m\cdot\mathbf B).$$

In two dimensions, at fixed chemical potential, at fixed nonzero temperature (or with the chemical potential in a gap) and at $B=0$,

$$\frac{dn}{dB}=\sum_{\rm bands}\int\frac{d^2k}{(2\pi)^2}\left[\Omega f+m(-f')\right]. \tag{6}$$

At zero temperature with the chemical potential in a gap, $f'=0$ and $dn/dB=C/2\pi$. Here $C=\sum\int\Omega\,d^2k/2\pi$ is the total Chern number of the filled bands.

## A worked model

Take a square lattice with two orbitals per site, lattice constant $a=4$ Å, and

$$H(\mathbf k)=cg+\lambda(\sin k_xa\,\sigma_x+\sin k_ya\,\sigma_y)+(M+bg)\sigma_z,\quad g=2-\cos k_xa-\cos k_ya,$$

with $\lambda=1$, $M=-0.5$, $b=1$ and $c=-0.2$ eV. The gap is 1 eV. The magnetic field enters through phases on the hops. The proof above used a continuum Hamiltonian; that its formulas also describe this lattice is checked numerically.

**One point of the upper band.** At $\mathbf k=(0.125,0)$ Å$^{-1}$ the curvature is $\Omega=19.755$ Å$^2$ and the moment, in units of $e/\hbar$, is $m=12.056$ eV Å$^2$. The energy difference of a real-space packet of rms width 40 Å between fields of $+39.5$ T and $-39.5$ T gives 12.018 eV Å$^2$, which is 0.3% lower. For $eB/\hbar=0.0006$ Å$^{-2}$, or 39.5 T,

$$D=1+0.0006\times19.755=1.01185,\qquad -mB=-0.0006\times12.056=-0.00723\ \text{eV}.$$

The moment energy raises $\hbar v$ from 1.1877 to 1.2126 eV Å. Dividing by $D$ gives $\hbar\dot x=1.2126/1.01185=1.1984$ eV Å. The two corrections oppose each other and leave a net increase of 0.9% over the band velocity.

**Electric field.** A force of 0.0025 eV/Å along $x$ carries $k_x$ from $-0.125$ to $0.125$ Å$^{-1}$ in 65.8 fs. The energy is even in $k_y$, so on the line $k_y=0$ the ordinary velocity has no $y$ component. The anomalous velocity is $\dot y=\dot k_x\Omega$, and the drift is $\int\Omega\,dk_x=6.77$ Å. Solving the Schrödinger equation for the packet gives 6.68 Å, 1.4% less.

**Magnetic field.** The packet starts at $\mathbf k=(0.125,0)$ Å$^{-1}$ and moves for 98.7 fs in $+B$ or $-B$. If $\Omega=m=0$, the two orbits are mirror images in the $x$ axis. The combinations $x_+-x_-$ and $y_++y_-$ of the displacements then vanish, so they isolate the geometric terms:

| Calculation | $x_+-x_-$ (Å) | $y_++y_-$ (Å) |
|---|---|---|
| Schrödinger | 2.34 | 3.22 |
| Equations (1) | 2.39 | 3.29 |
| $\Omega$ omitted | 5.33 | 6.98 |
| $m$ omitted | −2.94 | −3.69 |

Equations (1) miss the Schrödinger vector by 0.09 Å, 2.3% of its length of 3.98 Å. The separate displacements agree less closely in absolute terms: for $+B$ they are (160.8, 90.6) Å from the Schrödinger equation and (163.4, 92.1) Å from (1). That difference of about 3 Å is nearly the same for both field directions, up to reflection, and largely cancels in the table. The finite width of the packet is its conjectured cause.

**Counting states.** The lower band has $C=-1$. One flux quantum through 100 cells means $B=2\pi/(100a^2)$, so Corollary 2 predicts $100+C=99$ states below the gap, and 101 for the reversed field. Diagonalization gives these two numbers.

With the chemical potential at 0.8 eV, inside the upper band, and $k_BT=0.1$ eV, equation (6) gives

$$\frac{dn}{d(eB/\hbar)}=-0.0814+0.1787=0.0973 ,$$

where the first term comes from the curvature and the second from the moment. Diagonalization at one flux quantum per 100 and per 200 cells, extrapolated to zero field, also gives 0.0973. Without the factor $D$ the prediction would be 0.1787.

**Where the result fails.** Near a band crossing the gap closes and assumption (i) is lost. The density (2) is smooth and does not resolve Landau levels. In two dimensions each level holds $B/2\pi$ states per unit area, so at zero temperature with the chemical potential inside a band $n$ jumps by amounts of first order in $B$, and Corollary 2 does not apply. The packet width $\sigma$ is also restricted from both sides. The spread in $\mathbf k$ is at least of order $1/\sigma$, while $\mathbf A$ varies across the packet by about $B\sigma/2$, and both must be small on the scale of the band structure. The terms dropped in Lemma 3 scale as the squares of these two spreads. Since the product of the spreads is at least of order $B$, the sum of their squares cannot be made smaller than order $B$, the order of the retained term $\mathbf m\cdot\mathbf B$. Width corrections to the motion of a real packet's centre can therefore be as large as the geometric terms. Finally, $|\mathbf B\cdot\boldsymbol\Omega|$ must be small compared with one; a zero of $D$ in (5) lies outside the first-order theory.

## Values computed for the example and the checks

```
lattice constant                       4.0 angstrom
lam, mass, b, c                        1.0, -0.5, 1.0, -0.2 eV
band gap                               1.0000 eV
k along x                              0.1250 1/angstrom
upper-band energy at k                 0.58578 eV
curvature at k, formula                19.7547 angstrom^2
curvature at k, Berry phase of loop    19.7547 angstrom^2
moment at k, formula (e/hbar units)    12.0555 eV angstrom^2
moment from packet energy              12.0176 eV angstrom^2
eB/hbar                                0.00060 1/angstrom^2
same field                             39.49 T
moment energy -m B at k                -0.007233 eV
D = 1 + (e/hbar) B Omega at k          1.011853
hbar v, band energy only               1.18768 eV angstrom
hbar v, with moment energy             1.21256 eV angstrom
hbar dx/dt, with moment and D          1.19836 eV angstrom
packet rms width                       40.0 angstrom
electric force along x                 0.0025 eV/angstrom
duration, electric run                 65.82 fs
sideways drift, Schroedinger           6.678 angstrom
sideways drift, semiclassical          6.772 angstrom
duration, magnetic runs                98.73 fs
+B displacement x, y, Schroedinger    160.811, 90.638 angstrom
+B displacement x, y, semiclassical   163.403, 92.137 angstrom
-B displacement x, y, Schroedinger    158.472, -87.423 angstrom
-B displacement x, y, semiclassical   161.010, -88.849 angstrom
mirror part = x(+B)-x(-B), y(+B)+y(-B)
mirror part, Schroedinger   2.339, 3.215 angstrom
mirror part, semiclassical  2.393, 3.289 angstrom
mirror part, no curvature   5.333, 6.978 angstrom
mirror part, no moment      -2.941, -3.691 angstrom
mirror part, neither        0.000, 0.000 angstrom
distance from Schroedinger, full       0.091 angstrom
distance from Schroedinger, no curvature 4.808 angstrom
distance from Schroedinger, no moment    8.693 angstrom
distance from Schroedinger, neither      3.976 angstrom
Chern number of lower band             -1.000000
states below gap, 100 cells, +1 flux   99
states below gap, 100 cells, -1 flux   101
chemical potential, kT                 0.80, 0.10 eV
dn/d(eB/hbar), curvature part          -0.081375 (no unit)
dn/d(eB/hbar), moment part             0.178687 (no unit)
dn/d(eB/hbar), formula total           0.097312 (no unit)
dn/d(eB/hbar), diagonalization         0.097313 (no unit)
```
